# Madelung potential at oxygen in MgO and its shift of levels

**Question**

I am trying to find the electrostatic potential at an oxygen site in rocksalt MgO, using formal charges of $+2$ and $-2$ and a spacing of 2.106 Å. I then have to say what this potential does to the electron levels.

I started with the neighbours. There are 6 Mg ions at the spacing $d$, 12 O ions at $\sqrt2\,d$, 8 Mg ions at $\sqrt3\,d$, and so on. The running total jumps between large positive and large negative values, and going further out does not help. How do I get a definite number?

I am also unsure about the last part. Oxygen is negative, so shouldn't its potential be negative and its electrons be pushed up? And if the potential varies from place to place inside the ion, why should a level shift by the value at the nucleus?

**Answer**

**Setting up the sum**

Take "spacing" to mean the nearest Mg–O distance, $d=2.106$ Å. The cubic lattice constant is then $2d=4.212$ Å. Treat every ion as a point charge and put the chosen oxygen at the origin. The other ions sit at $d\,(i,j,k)$ with integer $i,j,k$. Oxygen occupies the sites where $i+j+k$ is even, so the charges are

$$q_{ijk}=-2e\,(-1)^{i+j+k}.$$

The potential you want is that of all the *other* ions. The oxygen's own charge belongs to the free-ion problem, where its nucleus and electrons are already counted. This settles your first worry about the sign: the nearest sources are cations, so a positive value is natural. With a prime marking the omitted origin,

$$V_{\rm O}=\sum_{ijk}{}'\frac{q_{ijk}}{4\pi\varepsilon_0 d\sqrt{i^2+j^2+k^2}}
=\frac{2e}{4\pi\varepsilon_0 d}\,\alpha,\qquad
\alpha=-\sum_{ijk}{}'\frac{(-1)^{i+j+k}}{\sqrt{i^2+j^2+k^2}}.$$

The pure number $\alpha$ is the Madelung constant referred to $d$. The prefactor is the potential of one charge $2e$ at distance $d$:

$$\frac{2e}{4\pi\varepsilon_0 d}=\frac{2\times14.3996\ \text{V Å}}{2.106\ \text{Å}}=13.675\ \text{V}.$$

**Why your running total jumps**

Since $i^2$ and $i$ are both even or both odd, $i+j+k$ has the same parity as $n=i^2+j^2+k^2$. Each shell of fixed $n$ therefore holds one kind of ion.

At radius $\rho d$, with $\rho=\sqrt n$, raising $n$ by 1 raises $\rho$ by about $1/(2\rho)$. There is one ion per volume $d^3$. Counting values of $n$ without ions as empty shells, a shell therefore holds on average

$$4\pi\rho^2\times\frac{1}{2\rho}=2\pi\rho$$

ions. Each contributes $13.675/\rho$ V in magnitude, so the average shell contributes about $2\pi\times13.675\approx86$ V, however far away it is. The terms do not die out, and the sum over growing spheres cannot converge. Between radii $15d$ and $16d$ the running total ranges from $-99.3$ to $+224.0$ V. These spheres carry a net charge that changes with every shell, unlike a neutral crystal.

**A grouping that converges**

Cut the crystal into small cubes of edge $d$ with ions at their corners. Every ion is shared by eight cubes, so give each cube one eighth of each corner charge.

Measured from the centre of a cube, the corners are at $\tfrac d2(s_x,s_y,s_z)$ with each $s=\pm1$. Neighbouring corners have opposite charges, so the corner charge is $\pm\tfrac{2e}{8}\,s_xs_ys_z$, with one overall sign for the cube. Its moments follow from $\sum_{s=\pm1}s=0$ and $s^2=1$:

- The total charge contains $\sum s_xs_ys_z=0$.
- The dipole along $x$ contains $\sum s_x^2s_ys_z=\sum s_ys_z=0$, and likewise for $y$ and $z$.
- The quadrupole moment $xy$ contains $\sum s_x^2s_y^2s_z=\sum s_z=0$. The moment $xx$ contains $\sum s_x^3s_ys_z=\sum s_xs_ys_z=0$. The others vanish in the same way.
- The octupole moment $xyz$ contains $\sum s_x^2s_y^2s_z^2=8$, which is not zero.

The potential of an octupole falls as $r^{-4}$. The number of cubes between $r$ and $r+dr$ grows as $r^2dr$, so the distant cubes contribute at most something proportional to $\int r^{-2}dr$, which converges. The order in which you add these cubes no longer matters.

Now take all small cubes in a large block with $|i|,|j|,|k|\le N$. Interior ions are complete. An ion on a face of the block belongs to four of the included small cubes and counts $1/2$; on an edge it counts $1/4$, and at a corner $1/8$. The ion at the origin is left out. For $N=1$ your three groups of neighbours become

$$\alpha_1=\frac{6}{2}-\frac{12}{4\sqrt2}+\frac{8}{8\sqrt3}
=3-2.1213+0.5774=1.4560.$$

Larger blocks give:

| $N$ | $\alpha$ | $V_{\rm O}$ (V) |
|---|---|---|
| 1 | 1.45603 | 19.911 |
| 2 | 1.75177 | 23.955 |
| 3 | 1.74704 | 23.891 |
| 4 | 1.74772 | 23.900 |
| 20 | 1.74756 | 23.898 |

Hence

$$V_{\rm O}=13.675\ \text{V}\times1.74756=+23.90\ \text{V}.$$

An Ewald sum, which treats the infinite periodic lattice by splitting it into two rapidly convergent parts, also gives 23.898 V.

**Where the potential is zero**

A potential needs a reference. Each small cube has a potential that vanishes far away, so the result is measured from the vacuum far outside the crystal.

Fractional ions on the surface may look artificial. A cubic crystal of $40\times40\times40$ whole ions, with the oxygen at one of the sites nearest its centre, gives 23.898 V as well. Its (001) faces contain equal numbers of Mg and O ions. This condition matters: unreconstructed (111) planes contain one kind of ion each, so their stack behaves like a series of charged capacitors. The potential difference between its two sides then grows with thickness, by $4\pi\times13.675/3\approx57$ V for every pair of planes, and the potential at an interior site has no unique value relative to the vacuum.

At a magnesium site, every neighbour has the opposite charge from the corresponding neighbour of oxygen, while the distances are the same. Therefore

$$V_{\rm Mg}=-V_{\rm O}=-23.90\ \text{V}.$$

**From potential to electron energy**

An electron has charge $-e$, so its added potential energy is $-eV(\mathbf r)$. For a normalized orbital $\phi$, first-order perturbation theory gives

$$\Delta E=-e\int|\phi(\mathbf r)|^2V(\mathbf r)\,d^3r.$$

If $V$ had the value $V_{\rm O}$ throughout the orbital, the shift would be $-eV_{\rm O}=-23.90$ eV. Oxygen levels go **down**, because their electrons sit in a positive potential.

You are right that $V$ is not uniform. At a distance $d/2$ from the oxygen nucleus it is 27.35 V toward a magnesium ion, but 22.26 V along a cube diagonal. The reason the central value still works is symmetry.

Within $r<d$ there are no external charges, so $\nabla^2V=0$. Such a potential can be expanded in harmonic polynomials of degree $l=0,1,2,\dots$ Look at which of them the surroundings of the oxygen allow:

- Reflection $x\to-x$ leaves the lattice unchanged, as do the reflections of $y$ and $z$. Any term with an odd power of a coordinate is therefore absent, which removes $l=1$ and $l=3$.
- For $l=2$, the terms left are $x^2$, $y^2$ and $z^2$. Exchanging the axes also leaves the lattice unchanged, so their coefficients must be equal. But $\nabla^2(x^2+y^2+z^2)=6\ne0$, so the common coefficient must vanish.

The first permitted variation has $l=4$:

$$V(\mathbf r)=V_{\rm O}+A\left(x^4+y^4+z^4-\tfrac35r^4\right)+\dots$$

The density of an s orbital is spherical. The density of a $p_z$ orbital has the angular form

$$z^2=\frac{r^2}{3}+\left(z^2-\frac{r^2}{3}\right),$$

which is a spherical part plus an $l=2$ part. Harmonics of different $l$ integrate to zero against each other over angles, so neither density responds to the $l=4$ term or to higher ones. What remains is

$$\Delta E=-eV_{\rm O}$$

for s and p orbitals contained within $r<d$, to first order. The products $p_xp_y$, $p_yp_z$ and $p_zp_x$ also have $l=2$, so the field does not mix or split the three p levels at this order. A d orbital is different: its density can contain $l=4$, so its levels can split as well as shift.

**What if the orbital reaches past the neighbours?**

The average potential over a sphere of radius $r$ due to a point charge $q$ at distance $r_j$ is $q/(4\pi\varepsilon_0r_j)$ if the charge is outside the sphere, and $q/(4\pi\varepsilon_0r)$ if it is inside. Once $r$ exceeds $d$, the six Mg ions, with total charge $12e$, lie inside. Up to the next shell,

$$\overline V(r)=V_{\rm O}-\frac{12e}{4\pi\varepsilon_0}\left(\frac1d-\frac1r\right),\qquad d<r<\sqrt2\,d.$$

The symmetry argument against an $l=2$ part still holds at these radii, so this average serves for p orbitals too. At $r=\sqrt2\,d$ it has fallen to

$$23.90-6\times13.675\left(1-\frac{1}{\sqrt2}\right)\approx-0.1\ \text{V}.$$

Thus the common shift requires a compact orbital. The 2p electrons of oxygen largely satisfy this in the calculation below, because its basis set keeps them compact. On magnesium, compact core levels move up by 23.90 eV, but a diffuse 3s orbital that reaches well past $d$ does not receive the full shift.

**The shift on an actual oxygen ion**

Restricted Hartree–Fock calculations for $\mathrm{O^{2-}}$, first alone and then surrounded by the $N=4$ block of point charges, test this argument. That block has $V_{\rm O}=23.900$ V. In the cc-pVTZ basis, which has no diffuse functions, the levels are as follows, with each shift computed before rounding:

| Level | Alone (eV) | In field (eV) | Shift (eV) |
|---|---|---|---|
| 1s | $-534.90$ | $-558.65$ | $-23.75$ |
| 2s | $-8.87$ | $-32.69$ | $-23.82$ |
| 2p | $10.32$ | $-13.48$ | $-23.81$ |

The levels move almost together. The 2p–2s separation is $10.32+8.87=19.19$ eV without the field and $-13.48+32.69=19.21$ eV with it.

The small departures have two sources. With the orbitals held fixed, the 2p shift is $-23.864$ eV. It is 0.036 eV weaker than $-23.900$ eV because 0.60 percent of the 2p density lies beyond $d$, where the average potential is lower. Letting the orbitals respond to the field changes the shift to $-23.81$ eV. For 1s, the fixed-orbital shift is $-23.900$ eV, so its larger departure comes from this response.

The sign of the 2p level carries the main physical message. Alone, the level is positive: the ion does not hold its last electrons, and the finite basis keeps them from leaving. Its height is therefore not a physical energy, and a shift measured from it depends on the basis too. The smaller cc-pVDZ basis, also compact, gives a free level of 12.81 eV and a shift of $-23.89$ eV. The aug-cc-pVTZ basis, which adds diffuse functions, gives 5.26 eV and a shift of only $-20.19$ eV. About 9 percent of the free ion's 2p density then lies beyond $d$, and the orbitals contract when the field is applied. In this basis the levels no longer move together: 2s shifts by $-19.52$ eV and 1s by only $-17.96$ eV. A compact orbital therefore receives the full shift only if the rest of the ion keeps its shape as well. The table therefore shows the shift of an ion held compact by its basis, not a converged shift of the free ion. The 2p level in the field changes less, from $-13.48$ to $-14.93$ eV, but it is not converged either: the larger aug-cc-pVQZ basis lowers it by a further 0.60 eV, to $-15.53$ eV, and aug-cc-pV5Z by another 1.2 eV, to $-16.7$ eV. A second set of diffuse functions added to aug-cc-pVTZ gives $-17.0$ eV. The steps are not shrinking.

In each of these bases, the field turns a positive 2p level into a negative one. This holds with basis functions on the oxygen only. Bare point charges lack the closed electron shells that keep the oxygen electrons out of real Mg ions, so with functions added at the Mg sites electrons could fall onto those charges. A large enough oxygen-centred basis reaches those sites too, so the complete-basis limit of this model need not describe an $\mathrm{O^{2-}}$ ion at all.

**Why the shift is not the band gap**

For compact orbitals, the field increases the separation between Mg and O levels by

$$eV_{\rm O}-(-eV_{\rm O})=2eV_{\rm O}=47.80\ \text{eV}.$$

This is a change in separation, to be added to the difference between the free-ion levels. It also assumes that the electron and the hole it leaves are far apart.

Suppose instead that the electron moves to a neighbouring Mg. The oxygen it left now has charge $-e$ rather than $-2e$, which adds $+e/(4\pi\varepsilon_0d)$ to the potential at that Mg. The electrostatic cost is therefore lower by

$$\frac{e^2}{4\pi\varepsilon_0d}=\frac{14.3996}{2.106}\ \text{eV}=6.84\ \text{eV},$$

leaving $47.80-6.84=40.96$ eV for a compact receiving orbital. The measured gap of MgO is roughly 8 eV, so neither number may be read as a gap. The free-ion levels, the spread of the Mg 3s orbital, the response of the other ions and the formation of bands all enter.

**How this compares with a real MgO crystal**

The distance 2.106 Å is close to that in the real crystal at room temperature. The formal charges are an idealization, and several other effects can be sized with rough inputs:

- **Ionic charge.** At fixed $d$, $V_{\rm O}$ is proportional to the charge. A charge of $1.8e$ gives 21.51 V, a change of $-2.39$ V. The charge left on oxygen also alters its free-ion level, so this is not the whole change in the level's energy.
- **Screening.** Removing an electron leaves a hole of charge $+e$, and the electrons of the surroundings respond. Model them as a dielectric outside a cavity of radius $R$. The field energy there is $e^2/(8\pi\varepsilon_0\varepsilon_\infty R)$, instead of $e^2/(8\pi\varepsilon_0R)$ without the response. The removal energy falls by the difference,
$$P=\frac{e^2}{8\pi\varepsilon_0R}\left(1-\frac1{\varepsilon_\infty}\right)=\frac{14.3996}{2\times2.106}\times\frac23\ \text{eV}=2.28\ \text{eV},$$
for $R=d$ and a rough $\varepsilon_\infty=3$. The choice of $R$ is itself an estimate.
- **Band width.** Overlap between oxygen orbitals spreads the 2p level into a band. For a rough width of 5 eV, centred on the original level, the upper edge lies 2.5 eV higher.
- **Surface.** Let $V_{\rm plane}$ be the contribution of the oxygen's own (001) plane. In the bulk, the two half-crystals on either side contribute equally, $(V_{\rm O}-V_{\rm plane})/2$ each. An oxygen in the surface plane keeps one of them, so
$$V_{\rm surface}=V_{\rm plane}+\frac{V_{\rm O}-V_{\rm plane}}2=\frac{V_{\rm O}+V_{\rm plane}}2=22.99\ \text{V}.$$
With positions, charges and orbitals held fixed, its s levels and the average of its three 2p levels are about 0.90 eV less deep than in the bulk. The surface lacks the cubic symmetry used above, so an $l=2$ field also splits the 2p levels. With the cc-pVTZ orbitals, the one pointing out of the surface rises by 1.57 eV and the two lying in the surface plane by about 0.56 eV. If the orbitals are allowed to relax, these become 1.24 and 0.66 eV in cc-pVTZ, and 0.76 and 0.29 eV in aug-cc-pVTZ, so only their order and rough size should be trusted.
- **Temperature.** Since $V_{\rm O}\propto1/d$, heating by 300 K with a rough expansion of $10^{-5}$ per K changes it by $-0.07$ V.

For these inputs, charge, screening and band width each matter at the level of 2 to 3 eV, while heating matters little. The Hartree–Fock levels also omit electron correlation and the repulsion from the electron clouds of the Mg ions. The value $+23.9$ V is thus well defined for the point-ion lattice, but $-13.5$ eV is not a prediction of the measured valence-band edge.

## Calculated quantities

```
Mg-O distance d = 2.106 angstrom
cubic lattice constant 2d = 4.212 angstrom
ionic charge = 2 e
e/(4 pi eps0) = 14.3996 V angstrom
one charge 2e at distance d: 13.675 V
block N=1: alpha = 1.45603, V_O = 19.911 V
block N=2: alpha = 1.75177, V_O = 23.955 V
block N=3: alpha = 1.74704, V_O = 23.891 V
block N=4: alpha = 1.74772, V_O = 23.900 V
block N=20: alpha = 1.74756, V_O = 23.898 V
Madelung constant alpha = 1.74756
V_O, Ewald sum = 23.898 V
V_O, finite crystal of whole ions = 23.898 V
V_Mg, Ewald sum = -23.898 V
sphere sums, radius 15d to 16d: -99.3 to 224.0 V
electron level shift at O = -23.90 eV
electron level shift at Mg = 23.90 eV
extra O-to-Mg level separation = 47.80 eV
V at d/2 from O toward Mg = 27.35 V
V at d/2 from O along cube diagonal = 22.26 V
V_O of the N=4 block used for the ion = 23.900 V
O2- Hartree-Fock, basis cc-pvdz:
 1s: free -532.14, in field -556.02, shift -23.88 eV
 1s: first-order shift -23.900 eV
 2s: free -6.42, in field -30.31, shift -23.89 eV
 2s: first-order shift -23.899 eV
 2p: free 12.81, in field -11.08, shift -23.89 eV
 2p: first-order shift -23.893 eV
 2p density beyond d = 0.15 percent
O2- Hartree-Fock, basis cc-pvtz:
 1s: free -534.90, in field -558.65, shift -23.75 eV
 1s: first-order shift -23.900 eV
 2s: free -8.87, in field -32.69, shift -23.82 eV
 2s: first-order shift -23.898 eV
 2p: free 10.32, in field -13.48, shift -23.81 eV
 2p: first-order shift -23.864 eV
 2p density beyond d = 0.60 percent
V_O in (001) surface = 22.99 V
surface minus bulk = -0.90 V
rough reduced charge 1.8 e: V_O = 21.51 V
change from reduced charge = -2.39 V
rough expansion = 1e-05 per K, heating = 300 K
change of V_O on heating = -0.071 V
rough optical dielectric constant = 3.0
hole screening energy, cavity radius d = 2.28 eV
rough valence-band width = 5.0 eV, half = 2.5 eV
```
